Current density at a sharp interconnect corner under mesh refinement

**Q:** I screen copper layouts for electromigration by solving for the current in each bend and reading off the largest current density. I refine the mesh until that peak settles, then compare it with a limit. For a right-angle bend I get these values, with the mean current density in the legs held at 1 MA/cm²:

mesh size 125 nm: peak 2.23 MA/cm²
mesh size 62.5 nm: peak 2.80 MA/cm²
mesh size 31.25 nm: peak 3.53 MA/cm²

One more refinement should be enough, shouldn't it?

**A:** Look at the increments. They are 0.57 and then 0.73 MA/cm². In a converging sequence they would eventually shrink, and yours grow. The next halving, to 15.6 nm, gives 4.44 MA/cm², an increment of 0.92. What does your model assume about the metal and the corner?

**Q:** A film of uniform thickness and constant conductivity σ, with insulated side walls and steady current. The inner corner is perfectly sharp: the metal fills 270° around it and the insulator fills the remaining 90°.

**A:** Then the behaviour at the corner can be found without a mesh. Let r be the distance from the corner, and let θ run through the metal from one wall, θ = 0, to the other, θ = 3π/2. Ohm's law is j = −σ∇φ, and steady current requires ∇·j = 0. With constant σ,

∇²φ = 0, with ∂φ/∂θ = 0 at θ = 0 and θ = 3π/2.

The wall condition says that no current crosses the wall. Try φ = r^ν Θ(θ). Laplace's equation becomes

Θ'' + ν²Θ = 0.

The condition at θ = 0 selects Θ = cos(νθ). The condition at the other wall is sin(3πν/2) = 0, so 3πν/2 = kπ and

ν = 2k/3, k = 0, 1, 2, …

**Q:** Negative ν solves the same equations. Why drop it?

**A:** Because of the heat. The dissipation near the corner is proportional to ∫|∇φ|² r dr, which for r^ν behaves as ∫r^(2ν−1) dr. That diverges at r = 0 when ν < 0. The remaining solution for ν = 0, ln r, also has divergent dissipation, and it would describe current injected at the corner point. What is left is

φ = a₀ + a₁ r^(2/3) cos(2θ/3) + a₂ r^(4/3) cos(4θ/3) + …

The constant drives no current. The k = 1 term gives

j_r = −σ ∂φ/∂r = −(2/3)σa₁ r^(−1/3) cos(2θ/3)
j_θ = −(σ/r) ∂φ/∂θ = +(2/3)σa₁ r^(−1/3) sin(2θ/3).

Squaring and adding removes the angle, because cos² + sin² = 1:

|j| = K r^(−1/3), K = (2/3)σ|a₁|.

If K is not zero, the current density has no finite maximum in this model. Your peak is a property of the mesh.

**Q:** Could K be zero?

**A:** Yes, if the drive has the right symmetry. Reflection in the corner's bisector replaces θ by 3π/2 − θ, and

cos[(2k/3)(3π/2 − θ)] = cos(kπ − 2kθ/3) = (−1)^k cos(2kθ/3).

Odd k is antisymmetric and even k is symmetric. If both legs feed a contact placed symmetrically around the outer corner, φ is symmetric and k = 1 is absent. The leading term is then r^(4/3), so |j| goes as r^(1/3) and vanishes at the corner. On a grid with that drive, the current density beside the corner changed as h^0.334 between the two finest meshes, h being the mesh size. It fell with refinement.

Current that turns the corner in a bend with equal legs is the antisymmetric case.

**Q:** Why should the computed peak follow h^(−1/3)? The mesh never evaluates anything at r = 0.

**A:** The field r^(2/3) cos(2θ/3) contains no length of its own. Near the corner, the discrete solution can therefore depend on position only through position/h, apart from an overall factor:

φ_h = a₁ h^(2/3) F(x/h, y/h).

Taking a gradient divides by h, so the value nearest the corner is

j_peak = c K h^(−1/3).

The number c depends on the scheme and on the mesh shape, which I hold fixed as h shrinks. Each halving multiplies the peak by 2^(1/3) = 1.26. The grid values have growth exponents 0.3316, 0.3327 and 0.3331 for the three successive halvings.

From 125 nm to 15.6 nm, the mesh size falls by 8 and the peak doubles. If you put the peak into a lifetime estimate proportional to j^(−2), the estimate falls to 0.25 of its first value with no change in the line.

**Q:** Then I would like K. Can it be calculated for my bend, or must I fit it?

**A:** For long legs of equal width w, it has a closed form. Put the inner corner at z = x + iy = 0, with one leg running towards +x and the other towards −y. The outer corner is at z = −w + iw. Map the metal from the upper half of a plane ζ, sending the inner corner to ζ = 0, the outer corner to infinity, and the far ends of the legs to ζ = −1 and ζ = +1. The Schwarz–Christoffel formula gives

dz/dζ = C √ζ/(1 − ζ²).

The square root makes the boundary turn by 90° at the inner corner. Set q = √ζ, which lies in the first quadrant, so that dζ = 2q dq:

dz = C · 2q²/(1 − q⁴) dq = C [1/(1 − q²) − 1/(1 + q²)] dq
z = C (artanh q − arctan q).

As q → ∞ in this quadrant, artanh q → iπ/2 and arctan q → π/2. Hence z → C(−π/2 + iπ/2), which must equal −w + iw. Therefore C = 2w/π.

**Q:** That is the geometry. Where does the current enter?

**A:** Through the complex potential W = −σφ + iψ, where ψ is constant along streamlines. The Cauchy–Riemann equations give dW/dz = j_x − i j_y. If the mean density in the legs is j₀, take

W = (2j₀w/π) artanh ζ.

For −1 < ζ < 1, the inner wall, ψ = 0. For real ζ outside that interval, the outer wall, Im artanh ζ = π/2 and ψ = j₀w. Both walls are streamlines, and the current between them, per unit thickness, is j₀w as required. With ζ = q²,

dW/dq = (2j₀w/π) · 2q/(1 − q⁴)
dz/dq = (2w/π) · 2q²/(1 − q⁴)

and division gives

j_x − i j_y = j₀/q.

Far along a leg |q| → 1 and |j| → j₀. At the outer corner q → ∞ and the current density vanishes. Near the inner corner, expand the two functions:

artanh q − arctan q = (q + q³/3 + q⁵/5 + q⁷/7 + …) − (q − q³/3 + q⁵/5 − q⁷/7 + …) = 2q³/3 + 2q⁷/7 + …

To leading order r = (4w/3π)|q|³. Since |j| = j₀/|q|,

|j| = j₀ (4w/3πr)^(1/3), K = j₀ (4w/3π)^(1/3).

For w = 2000 nm and j₀ = 1 MA/cm², 4w/3π = 849 nm and K = 9.47 MA/cm² nm^(1/3). At r = 100 nm, this gives 9.47/4.64 = 2.04 MA/cm². Along the inner wall, the corner law stays within 5 percent of the full solution out to r = 394 nm.

**Q:** With K known, I can find c for my mesh.

**A:** At h = 15.625 nm, h^(1/3) = 2.50 nm^(1/3), so c = 4.44 × 2.50/9.47 = 1.17. At h = 125 nm, c = 2.225 × 5/9.47 = 1.17 again.

Compare that with the true mean over the mesh face carrying the peak. The face starts at the corner and runs straight across the metal, along θ = π/2. For any such gate of length a, the current per unit thickness is

∫₀^a |j_θ| dr = K sin(π/3) ∫₀^a r^(−1/3) dr = (3√3/4) K a^(2/3).

The mean normal current density is this divided by a:

j_gate = (3√3/4) K a^(−1/3) = 1.30 K a^(−1/3).

With a = h, the coefficient should be 1.30, and the grid gives 1.17. The peak is about 10 percent below the true mean over its own face, on the coarsest and the finest mesh alike. Refinement moves the error closer to the corner without reducing it there.

**Q:** But a gate of fixed length has a finite mean. Could I use that?

**A:** Yes. Its value converges because a no longer shrinks with the mesh. For a = 500 nm, the corner law gives 1.30 × 9.47/7.94 = 1.55 MA/cm². The grid values are 1.531, 1.543, 1.548 and 1.549 MA/cm², and the full map gives 1.5505 MA/cm². The finest grid is 0.07 percent below the map.

The corner law works well at such a large a for a specific reason. The next antisymmetric term is k = 3, with φ proportional to r² cos 2θ. Its current across the gate is proportional to sin 2θ, which is zero at θ = π/2.

**Q:** Does an infinite current density mean infinite heating or resistance?

**A:** No. The heat produced within distance r of the corner, per unit thickness, is

P = ∫₀^r (K²r'^(−2/3)/σ)(3π/2) r' dr' = (9π/8)(K²/σ) r^(4/3),

which tends to zero with r. The resistance follows from the map. On the inner wall of the +x leg, let q = 1 − ε with ε → 0. Then

artanh q² → ½ ln(1/ε), artanh q → ½ ln(2/ε), arctan q → π/4.

The potential drop from the corner to that point, times σ/j₀, is (w/π) ln(1/ε). The length of wall covered is (w/π) ln(2/ε) − w/2. The drop therefore exceeds that of a straight leg of this length by the equivalent of w/2 − (w/π) ln 2. Two legs give

extra length = w [1 − (2 ln 2)/π] = 0.559 w.

The bend costs 0.559 squares, a square being the resistance of a piece as long as it is wide. With legs of 4000 nm, or two squares each, the total is 4.5587 squares. The grid gives 4.5673 on the coarsest mesh and 4.5593 on the finest. A converged resistance therefore says nothing about convergence of the peak.

**Q:** And the temperature at the corner?

**A:** Take thermal conductivity κ constant, and let heat leave only through two ends held at T₀, with potentials +V/2 and −V/2. The heat equation is κ∇²T = −σ|∇φ|². Because ∇²φ = 0, ∇²(φ²/2) = |∇φ|². Hence κT + σφ²/2 is harmonic. It has no normal gradient at the side walls and equal values at the two ends, so it is constant:

T − T₀ = (σ/2κ)(V²/4 − φ²).

The temperature depends on the potential, which is finite at the corner. The largest rise is σV²/8κ. With the Wiedemann–Franz law κ = σLT, where L is the Lorenz number, this is V²/(8LT). A drop of 0.44 mV, that of one square, gives 0.0026 K at 378 K. If the ends are held at T₀ one line width from the inner corner along each leg, the path between them is about 2.56 squares, V is 1.13 mV and the largest rise is 0.017 K. It does not include the warming of the line as a whole, which depends on how heat leaves through the oxide. This rise comes from clamping the temperature close to the bend and does not make the bend a hot spot. The corner square dissipates only 0.559 of the heat of a straight square, so in a long line cooled through 1000 nm of oxide the bend is about 0.04 K cooler than the legs.

**Q:** Real corners are rounded. If I draw the rounding, do I get a peak that converges?

**A:** Yes, provided the mesh follows the curve and resolves it, and the answer then depends on the radius. A square grid that turns the curve into steps puts new sharp corners on the wall, and its peak need not settle on the right value. An exact family of rounded bends comes from the solution we already have. No current crosses a streamline, so any streamline can be made the new insulated inner wall and the metal behind it removed.

Write q² = tanh(u + iv). A streamline has constant v, and the fraction 2v/π of the original current lay behind it. If the original width was w₀, the remaining line has width w = w₀(1 − 2v/π), still with mean density j₀. For v < π/4, the largest current density is at the tip, u = 0: there |q|² = tan v, while

|q|⁴ = (sinh²u + sin²v)/(sinh²u + cos²v)

grows away from u = 0 and also towards larger v.

**Q:** And the radius at that tip?

**A:** The current's direction angle is arg q, because j_x + i j_y is j₀ divided by the conjugate of q. Differentiating q² = tanh(u + iv) gives

dq/q = du/sinh(2u + 2iv) = −i du/sin 2v at u = 0.

The direction therefore turns by du/sin 2v. The distance travelled is |dz| = (4w₀/π)|q|³/|1 − q⁴| · du/sin 2v, and at the tip q⁴ = −tan²v = −|q|⁴. The tip radius R is distance divided by turning angle:

R = (4w₀/π) |q|³/(1 + |q|⁴).

With p = j_peak/j₀ = 1/|q| and tan v = 1/p²,

R/w = (4/π) · p/(p⁴ + 1) / [1 − (2/π) arctan(1/p²)].

For R ≪ w, p is large, and this reduces to

j_peak = j₀ (4w/πR)^(1/3).

In that limit R is three times the distance from the tip to the old sharp corner. Holding w = 2000 nm and j₀ fixed, the full formula gives 2.11 MA/cm² for R = 300 nm and 2.64 MA/cm² for R = 150 nm. The small-radius law gives 2.04 and 2.57 MA/cm², lower by 3 and 2 percent. The prefactor belongs to this wall shape. A circular fillet keeps the power R^(−1/3) for R ≪ w, since K is then the only datum passed to the corner region, but its prefactor is larger: numerically j_peak ≈ 1.31 j₀ (w/R)^(1/3), against (4/π)^(1/3) = 1.08 here. A circular fillet gives about 2.46 MA/cm² for R = 300 nm and 3.10 MA/cm² for R = 150 nm.

**Q:** How close is all this to an actual copper line?

**A:** The width of 2000 nm, thickness of 1000 nm, density of 1 MA/cm² and temperature of 378 K are rough values for a wide upper-level line. Two assumptions fail near a real corner. The first is sharpness: the two radii above show how strongly rounding sets the peak. The second is local Ohm's law. With a rough resistivity of 2.2 microohm cm and one free electron per atom, the electron mean free path is about 30 nm. Along the inner wall, the corner law can therefore hold to within 5 percent only for r well above that and below about 400 nm. A peak read from a 31 nm or 15.6 nm mesh lies outside the model, and I have not calculated what replaces it there.

The other effects I sized are smaller. Heat flowing straight down through 1000 nm of oxide warms the whole line by about 1.6 K, which changes the resistivity by roughly 0.4 percent if it is taken as proportional to temperature. That is small for the current distribution but not for the atoms: with a rough activation energy of 0.9 eV, 1.6 K raises the diffusivity by about 12 percent. A thicker or poorer-conducting dielectric heats the line much more, and the same estimate gives about 16 K for 3000 nm at 0.4 W/(m K). A 10 nm liner of 200 microohm cm conducts like 0.11 nm of copper, so it would soften the insulated-wall condition only at distances where Ohm's law has already failed. Grain structure and vias are left out and not sized.

**Q:** Then I will compare layouts by the peak at a stated radius. Is that a failure criterion?

**A:** It is a reproducible measure of crowding, which is less than a failure criterion. Suppose atoms drift through the bulk with flux proportional to j, with uniform coefficients and no stress. Then ∇·j = 0 makes the atomic flux divergence-free too, and no material accumulates inside the metal, however large j is. Damage needs a flux divergence, for example at a line end that blocks the atoms, or from a change in diffusivity. Transport along the side wall is one such case: a wall flux proportional to j has a gradient proportional to r^(−4/3) near a sharp corner. Stress then builds up and opposes the flux, so a lifetime needs a model of both.

For the comparison itself, state what is held fixed. At fixed j₀ and fixed small R, the peak grows as w^(1/3), so the wider bend is more crowded. At fixed total current and thickness, j₀ goes as 1/w and the peak falls as w^(−2/3). Both statements assume equal legs, the same wall shape, and R well above the mean free path and well below w. The numerical output below lists the grid results and the input values.

Calculated quantities

```
Line width 2000 nm, thickness 1000 nm
Mean current density j0 = 1.00 MA/cm2, T = 378 K
Gate length 500 nm; leg length 4000 nm
Mesh h (nm) | peak (MA/cm2) | gate mean (MA/cm2) | resistance (squares)
   125.00 | 2.2250 | 1.5314 | 4.56729
    62.50 | 2.8000 | 1.5432 | 4.56209
    31.25 | 3.5262 | 1.5477 | 4.56006
    15.62 | 4.4419 | 1.5494 | 4.55925
Exact gate mean = 1.5505 MA/cm2
Exact resistance = 4.55873 squares
Exact bend contribution = 0.55873 squares
Peak growth exponents per halving: 0.3316 0.3327 0.3331
Peak factor at last halving = 1.2597
Ideal factor 2^(1/3) = 1.2599
Lifetime factor, j^-2 law, coarsest to finest = 0.251
Largest local network-map difference = 0.070 percent
Symmetric drive: growth exponent = -0.3343
K/(j0 w^(1/3)) = 0.75150
K = 9.468 MA/cm2 nm^(1/3)
Corner law at r = 200 nm: 1.619 MA/cm2
Corner law at r = 100 nm: 2.040 MA/cm2
Corner law at r = 50 nm: 2.570 MA/cm2
Corner law within 5 percent on the wall up to r = 394 nm
Tip radius / tip distance, small-radius limit = 3.0000
R = 300 nm: peak 2.111, small-R law 2.040 MA/cm2
R = 150 nm: peak 2.635, small-R law 2.570 MA/cm2
Cu resistivity (rough) = 2.20 microohm cm
Cu lattice constant (rough) = 0.361 nm
Electron mean free path = 29.9 nm
Oxide: 1000 nm thick, 1.4 W/(m K) (rough)
Line heating through oxide = 1.57 K
Resistivity change from it, rho ~ T: 0.42 percent
Voltage along one line width = 0.440 mV
Scale of the bend's own heating = 0.0026 K
Liner: 10 nm, 200 microohm cm (rough)
Cu thickness of equal conductance = 0.11 nm
```
